Onsager, Maxwell–Stefan and Fick Coefficients of a Binary Liquid, part 1

(Sections cited here and not found follow in the second part.)

## I. Onsager and Maxwell–Stefan coefficients, and the change of frame

### Definitions and conventions

A liquid consists of two uncharged, non-reacting species: 1, the solute, and 2, the solvent. The names impose no restriction on the composition. Species i has particle mass m_i, number density n_i and mean velocity v_i. Further symbols are

n = n1 + n2, x_i = n_i/n (mole fraction),

ρ = m1 n1 + m2 n2, w_i = m_i n_i/ρ (mass fraction),

v̄_i = (∂V/∂N_i) at constant T, p and the other N_j (partial volume),

φ_i = n_i v̄_i (volume fraction),

u = v1 − v2 (relative velocity),

θ = k_B T (temperature as an energy).

The volume is proportional to the amount of liquid, so V = N1 v̄1 + N2 v̄2. Division by V gives φ1 + φ2 = 1. The chemical potential μ_i is counted per particle. The algebra is in atomic units; the nuclei are treated classically, and ħ does not appear. Numbers are in eV, Å and ps.

A reference velocity is a weighted mean of the species velocities,

v_a = a1 v1 + a2 v2, a1 + a2 = 1,

and the flux of species i in that frame is J_i^a = n_i (v_i − v_a). Four frames are used:

- barycentric: a_i = w_i, fluxes written J_i without a superscript
- molar: a_i = x_i
- volume: a_i = φ_i
- solvent-fixed: a = (0, 1), fluxes written J_i^s

**Assumptions.** The liquid is isotropic. Temperature and pressure are uniform, and no external force acts, except for the auxiliary forces introduced in Lemma 3. Gradients are small and vary slowly in space, so each small region is in local equilibrium and fluxes are linear in the gradients. Times are long compared with the decay time of the relative velocity, so that inertia has dropped out.

Three descriptions of diffusion are to be related. The Onsager coefficients L_ij are defined by

J_i = −Σ_j L_ij ∇μ_j. (1)

The Maxwell–Stefan coefficient Đ is defined by a balance between the thermodynamic force on a particle of species 1 and its friction with species 2:

−∇μ1 = θ x2 u/Đ. (2)

The Fick coefficient D relates a flux to a composition gradient. The thermodynamic factor is

Γ = (x1/θ) (∂μ1/∂x1) at constant T and p. (3)

### The theorem

**Theorem.** Under the assumptions above:

(a) The matrix L_ij given by equilibrium current correlations at zero total momentum has one independent entry, and

Đ = θ x2 L11/(n1 w2²).

(b) In the solvent-fixed frame J1^s = −L^s ∇μ1, with

L^s = L11/w2² = n1 Đ/(x2 θ).

(c) With D = ΓĐ, the flux of species 1 is

molar: J1^m = −n D ∇x1

barycentric: m1 J1 = −ρ D ∇w1

solvent-fixed: J1^s = −n2 D ∇(n1/n2)

volume: J1^v = −D ∇n1.

(d) If v̄2 ≠ 0 and the gradient ∇n1 is used in every frame, its coefficient is D in the volume frame, (w2/φ2) D in the barycentric frame and D/φ2 in the solvent-fixed frame.

Parts (a) and (b) are proved in this half, and parts (c) and (d) in the second.

### Lemma 1: fluxes and the relative velocity

In any frame,

J1^a = n1 a2 u, J2^a = −n2 a1 u. (4)

**Proof.** Since 1 − a1 = a2,

v1 − v_a = (1 − a1) v1 − a2 v2 = a2 (v1 − v2) = a2 u.

Likewise v2 − v_a = (1 − a2) v2 − a1 v1 = −a1 u. Multiplication by n1 and n2 gives (4). ∎

All frames therefore describe the same relative motion. In particular

J1 = n1 w2 u, J1^s = n1 u, hence J1 = w2 J1^s. (5)

The barycentric flux is the smaller one because the reference velocity is itself carried along by the solute.

### Lemma 2: Gibbs–Duhem and the dissipation

At uniform temperature and pressure,

n1 ∇μ1 + n2 ∇μ2 = 0, (6)

and the dissipation per volume, Ψ = −Σ_i J_i^a·∇μ_i, is the same in every frame.

**Proof.** The Gibbs energy is proportional to the amount of liquid, so G = N1 μ1 + N2 μ2. Its differential is

dG = Σ_i μ_i dN_i + Σ_i N_i dμ_i.

At constant T and p, the definition of μ_i gives dG = Σ_i μ_i dN_i. The second sum must vanish. Applied to neighbouring points of the liquid and divided by the volume, this is (6).

A change of reference velocity by c replaces J_i by J_i − n_i c. The sum Σ_i J_i·∇μ_i then changes by −c·Σ_i n_i ∇μ_i, which is zero by (6).

To see that Ψ is the rate of loss of free energy, consider a closed sample with G = ∫ Σ_i n_i μ_i dV. Its walls may move, but nothing crosses them. The terms n_i ∂μ_i/∂t sum to zero by the Gibbs–Duhem relation applied in time. The continuity equation ∂n_i/∂t = −∇·(n_i v_i) and an integration by parts leave

dG/dt = ∫ Σ_i n_i v_i·∇μ_i dV.

The surface term from the integration by parts cancels the one from the moving walls, because at a wall the normal component of v_i equals that of the wall velocity. The integrand is −Ψ written with laboratory fluxes, and Ψ does not depend on the frame. ∎

Equation (6) also shows why (1) alone does not fix L_ij. Adding c_i n_j to L_ij, with any constants c_i, changes J_i by −c_i Σ_j n_j ∇μ_j = 0. A further condition is needed, and the correlation formula supplies it.

### Lemma 3: the correlation formula

Let N1 + N2 classical particles move in a periodic box of volume V with zero total momentum, under forces that conserve the total momentum. Let I_i be the sum of the velocities of all particles of species i. Then a valid choice in (1) is

L_ij = [1/(3Vθ)] ∫₀^∞ ⟨I_i(t)·I_j(0)⟩ dt, (7)

provided the integral converges and V is large enough for the result to have settled.

**Proof.** Apply a constant force F1 along x to each particle of species 1, and F2 to each particle of species 2, with N1 F1 + N2 F2 = 0. The total force vanishes, so the total momentum stays zero and the barycentre stays at rest.

Before the forces act, the phase-space density is f0, proportional to exp(−H0/θ) restricted to zero total momentum. Write f = f0 + f1. To first order in the forces the Liouville equation is

(∂/∂t + 𝓛) f1 = −Σ_a F_a ∂f0/∂p_a,

where 𝓛 generates the unperturbed motion, a runs over particles, and F_a is F1 or F2 according to species. The derivative of exp(−H0/θ) with respect to p_a is −(v_a/θ) times itself. The restriction on the total momentum contributes nothing, because Σ_a F_a = 0. The right-hand side is therefore +(1/θ) Σ_j F_j I_j^x f0.

The density f0 is constant along the unperturbed motion. Integration along that motion gives

f1(t) = (f0/θ) Σ_j F_j ∫₀^t I_j^x(−s) ds,

where I_j^x(−s) is the current a time s earlier on the unperturbed trajectory. The mean current of species i is the average of I_i^x with f1, since its average with f0 vanishes:

⟨I_i^x⟩_t = (1/θ) Σ_j F_j ∫₀^t ⟨I_i^x(0) I_j^x(−s)⟩ ds.

Equilibrium averages depend on time differences alone, so the integrand equals ⟨I_i^x(s) I_j^x(0)⟩. Division by V turns the current into a flux. At long times J_i = Σ_j L_ij F_j, with

L_ij = [1/(Vθ)] ∫₀^∞ ⟨I_i^x(s) I_j^x(0)⟩ ds.

In an isotropic liquid the three Cartesian components contribute equally, which gives (7).

It remains to replace the forces by gradients. In a slowly varying external potential U_i that acts on species i, equilibrium means that μ_i + U_i is uniform. The flux then vanishes although neither ∇μ_i nor F_i = −∇U_i does. To linear order the flux can therefore depend only on the combination F_i − ∇μ_i. The periodic box has F_i without ∇μ_i, and the diffusing liquid has ∇μ_i without F_i, so the same L_ij serves both. The condition N1 F1 + N2 F2 = 0 corresponds to (6). ∎

The proof does not use the origin of the forces between particles. They may come from an electronic-structure calculation at each step of a molecular dynamics run or from a fitted potential. The nuclei must move classically, and the sampled dynamics must conserve total momentum. The condition on V is demanding in a real liquid. The flow set up by a moving particle reaches its periodic images, and in a cubic box of edge ℓ this lowers the self-diffusion coefficient, to which Đ reduces in the dilute limit, by about 2.837 θ/(6πηℓ), with η the shear viscosity. For η = 1 mPa s and θ = 0.025 eV the deficit is 0.059 Å²/ps at ℓ ≈ 10 Å, 0.030 Å²/ps at 20 Å and 0.012 Å²/ps at 50 Å. Results from small boxes therefore need a check of, or a correction for, the box size. The friction model of the worked example has no such flow and does not show this effect.

### Lemma 4: one independent coefficient

The matrix (7) satisfies

L12 = L21 = −(m1/m2) L11, L22 = (m1/m2)² L11, (8)

and the barycentric flux is

J1 = −(L11/w2) ∇μ1. (9)

**Proof.** Zero total momentum means m1 I1 + m2 I2 = 0 at every instant, so I2 = −(m1/m2) I1. Insertion in (7) gives (8). By (6), ∇μ2 = −(n1/n2) ∇μ1. Therefore

J1 = −L11 ∇μ1 − L12 ∇μ2

= −L11 [1 + (m1 n1)/(m2 n2)] ∇μ1

= −L11 [1 + w1/w2] ∇μ1.

Since w1 + w2 = 1, the bracket equals 1/w2. ∎

The factor 1/w2 in (9) is the contribution of the cross coefficient L12. The force on the solvent also moves the solute relative to the barycentre.

### Lemma 5: the Onsager matrix in another frame

Let B_ij = δ_ij − n_i a_j/n_j. Then J^a = BJ, and the coefficients in the new frame may be taken as the symmetric matrix

L^a = B L Bᵀ. (10)

**Proof.** Let v_b be the barycentric velocity. The weights a_j sum to one, so

v_a − v_b = Σ_j a_j (v_j − v_b) = Σ_j (a_j/n_j) J_j.

Hence J_i^a = J_i − n_i (v_a − v_b) = Σ_j B_ij J_j. This gives J^a = −BL∇μ, where ∇μ stands for the column of the two gradients. The transpose of B leaves that column unchanged:

(Bᵀ∇μ)_j = Σ_i B_ij ∇μ_i = ∇μ_j − (a_j/n_j) Σ_i n_i ∇μ_i = ∇μ_j,

where the last step is (6). Replacing ∇μ by Bᵀ∇μ gives J^a = −B L Bᵀ ∇μ. ∎

The matrix BL gives the same fluxes, but it is not symmetric in general. The form B L Bᵀ is also what (7) yields when the total currents are measured relative to v_a, because those currents are BI. The ratios N_i/N_j that appear there equal n_i/n_j.

### Proof of part (b), first equality

For the solvent-fixed frame a = (0, 1), and B has the entries

B11 = 1, B12 = −n1/n2, B21 = 0, B22 = 0.

The only non-zero entry of B L Bᵀ is

L^s = L11 − 2 (n1/n2) L12 + (n1/n2)² L22.

With (8), and with r = m1 n1/(m2 n2) = w1/w2,

L^s = L11 (1 + 2r + r²) = L11 (1 + r)² = L11/w2². (11)

Here the coefficient carries two factors of 1/w2, whereas the flux in (5) carries one. The reason is that the barycentric flux responds to two forces, and (9) already contains one factor.

For a general frame, (4) shows that the currents of species 1 and 2 are the solvent-fixed current of species 1 multiplied by a2 and by −(n2/n1) a1. Each entry of L^a is a correlation of two currents, so

L11^a = a2² L^s, L12^a = −(n2/n1) a1 a2 L^s, L22^a = (n2/n1)² a1² L^s. (12)

### Proof of part (a) and of the second equality in (b)

Solve (2) for the relative velocity: u = −[Đ/(x2 θ)] ∇μ1. The solvent-fixed flux is then

J1^s = n1 u = −[n1 Đ/(x2 θ)] ∇μ1. (13)

Comparison with J1^s = −L^s ∇μ1 gives L^s = n1 Đ/(x2 θ), and (11) gives

Đ = θ x2 L11/(n1 w2²). (14)

This proves (a) and (b). ∎

The balance for species 2 is −∇μ2 = θ x1 (v2 − v1)/Đ with the same Đ. Indeed, multiplying the two balances by n1 and n2 and adding gives θ (n1 x2 − n2 x1) u/Đ on the right, which is zero, as (6) requires.

**Remark (sign).** In the solvent-fixed frame J2^s = 0, and (2) gives

Ψ = −n1 u·∇μ1 = n θ x1 x2 u²/Đ.

The second law requires Ψ ≥ 0, hence Đ > 0. This holds whatever the value of Γ.

**Remark (dilute limit).** Take a single solute particle in a large amount of solvent. Then n1 = 1/V, while x2 and w2 tend to 1. Equations (7) and (14) reduce to

Đ → (1/3) ∫₀^∞ ⟨v(t)·v(0)⟩ dt,

which is the self-diffusion coefficient of the solute. At finite concentration (7) also contains correlations between different particles, and self-diffusion data alone do not determine Đ.

**Remark (drift of the box).** If every velocity in a simulation is shifted by a constant c, I1 changes by N1 c. The combination I1 − (N1/N2) I2 does not change, since N1 c − (N1/N2) N2 c = 0. Its correlation integral gives L^s directly. Using I1 itself in (7) requires that the barycentric velocity be removed first.

## II. The thermodynamic factor, Fick's law and a worked example

### Symbols and results carried over

Species 1 is the solute and 2 the solvent. The symbols n_i, x_i, w_i and φ_i = n_i v̄_i denote number densities, mole, mass and volume fractions; n is the total number density, ρ the mass density, and θ = k_B T. The relative velocity is u = v1 − v2. In a frame with reference velocity a1 v1 + a2 v2, the flux of species 1 is n1 a2 u, with a2 = w2 (barycentric), x2 (molar), φ2 (volume) or 1 (solvent-fixed). The Gibbs–Duhem relation is n1 ∇μ1 + n2 ∇μ2 = 0. The Maxwell–Stefan relation is

u = −[Đ/(x2 θ)] ∇μ1, with Đ = θ x2 L11/(n1 w2²) and L^s = L11/w2².

Here L11 is the barycentric Onsager coefficient and L^s the solvent-fixed one.

### Lemma 6: properties of the thermodynamic factor

At constant temperature and pressure, μ1 and μ2 depend on composition alone. With Γ defined by (3):

(i) ∇μ1 = θ Γ ∇x1/x1, and species 2 has the same factor, Γ = (x2/θ) ∂μ2/∂x2.

(ii) If g = x1 μ1 + x2 μ2 is the Gibbs energy per particle, then d²g/dx1² = θΓ/(x1 x2).

(iii) For N particles at fixed T and p that may exchange identity, and away from a phase transition, N⟨δx1²⟩ tends to x1 x2/Γ for large N.

Parts (a) and (b) of the theorem, which link the Onsager and Maxwell–Stefan coefficients, are now proved, and Lemma 6 has been stated. Its proof, the proofs of parts (c) and (d), and the worked example remain.
